# Why a trigonal prism separates d pairs that an antiprism mixes

Put a metal atom at the origin and one ligand above it, in the $xz$ plane, at polar angle $\theta$ from the $z$ axis. Suppose the ligand only raises the energy of the d orbital that points at it, by $e_s$. It then couples two d orbitals in proportion to the product of their amplitudes in the ligand's direction. For $x^2-y^2$ and $xz$ these amplitudes are $\frac{\sqrt3}{2}\sin^2\theta$ and $\frac{\sqrt3}{2}\sin2\theta$, so the coupling is

$$\tfrac34\,e_s\sin^2\theta\,\sin2\theta .$$

Now add a second, equal ligand below the metal. If it is the mirror image of the first in the plane $z=0$, the amplitude of $x^2-y^2$ is unchanged and that of $xz$ changes sign. The two contributions cancel. If it is instead the image under inversion, both amplitudes are unchanged, because d orbitals are even under inversion, and the contributions add.

A trigonal prism is three mirror pairs of this kind. A trigonal antiprism, which is an octahedron stretched or compressed along a threefold axis, is three inversion pairs.

## What symmetry forbids

Take $z$ along the threefold axis. The five d orbitals are $z^2$, the in-plane pair $A=(x^2-y^2,\,xy)$ and the out-of-plane pair $B=(xz,\,yz)$. Let $H$ be any spin-independent one-electron Hamiltonian with the full symmetry of the metal site. A mean-field potential qualifies if the electrons have not themselves broken that symmetry.

The threefold rotation does not keep the pairs apart. The combinations

$$A_\pm=(x^2-y^2)\pm i\,xy\propto(x\pm iy)^2,\qquad B_\pm=xz\pm i\,yz\propto z(x\pm iy)$$

have angular momenta $m=\pm2$ and $m=\pm1$ about $z$. Here the labels stand for equally normalized orbitals, so the orbital $xy$ is the function $2xy$ on the scale where the orbital $x^2-y^2$ is the function $x^2-y^2$. A rotation by $120^\circ$ conserves $m$ only modulo 3. Since $2-(-1)=3$, it allows $A_+$ to couple to $B_-$. The vertical mirrors do not help either: $y\to-y$ leaves $x^2-y^2$ and $xz$ both even, so they may couple. Rotation and vertical mirrors form the group $C_{3v}$, which both structures share, and in it both pairs belong to the same representation $E$.

The difference lies in the element that each structure adds. The prism ($D_{3h}$) has the horizontal mirror $\sigma_h$, which takes $z\to-z$. Pair $A$ is even under it and pair $B$ is odd. Because $\sigma_h$ commutes with $H$,

$$\langle A|H|B\rangle=\langle \sigma_hA|H|\sigma_hB\rangle=(+1)(-1)\langle A|H|B\rangle=0 .$$

This is what the labels say: $A$ is $E'$ and $B$ is $E''$, where the primes record the parity under $\sigma_h$. The antiprism ($D_{3d}$) has inversion instead. Both pairs are even under it, both are $E_g$, and the same argument gives only $\langle A|H|B\rangle=\langle A|H|B\rangle$.

Characters count the couplings that survive. A symmetry operation $g$ turns the $2\times2$ block $X=\langle A|H|B\rangle$ into $D_A(g)XD_B(g)^T$, a linear map with trace $\chi_A(g)\chi_B(g)$. Averaging over the group projects onto the blocks that all operations leave alone, and the trace of a projector is the dimension of the space it projects onto:

$$n=\frac1{|G|}\sum_g\chi_A(g)\chi_B(g).$$

Both pairs have character 2 for the identity, $-1$ for each of the two threefold rotations, and 0 for the vertical mirrors and the horizontal twofold axes. The remaining elements are the added one and its products with the rotations. They repeat the characters $2,-1,-1$, multiplied by each pair's parity under the added element. Hence

$$n(D_{3h})=\frac{(4+1+1)-(4+1+1)}{12}=0,\qquad n(D_{3d})=\frac{(4+1+1)+(4+1+1)}{12}=1 .$$

For $C_{3v}$ the count is $6/6=1$.

The one allowed coupling has a definite form. The mirror $y\to-y$ leaves only $V=\langle x^2-y^2|H|xz\rangle$ and $V'=\langle xy|H|yz\rangle$. Rotation forbids $A_+$ to couple to $B_+$, since their $m$ differ by 1, so

$$0=\langle A_+|H|B_+\rangle=V+(-i)(i)V'=V+V' .$$

Thus $V'=-V$. The problem splits into two $2\times2$ problems that differ only in the sign of $V$, and hence have the same energies. Mixing changes the two levels but leaves each doubly degenerate.

## The part of the potential that does the mixing

For a local potential, the coupling of $A_+$ to $B_-$ involves the product

$$A_+^*B_-\propto z(x-iy)^3,$$

whose real part is $h=z(x^3-3xy^2)$. This is a harmonic of rank 4. It changes sign under $z\to-z$ and is unchanged by inversion. The prism's potential cannot contain it; the antiprism's can.

Point charges show its size. Let each ligand repel the electron with potential $1/|\mathbf r-\mathbf R|$, in units of the charge strength, and hold the electron's radius at $r<R$. On the unit sphere the normalized orbitals are $\sqrt{5/4\pi}$ times the amplitudes used above. The product of amplitudes is $\frac32zx(x^2-y^2)$. Its part varying as $\cos3\varphi$ is $\frac34h$; the rest varies as $\cos\varphi$ and vanishes in a threefold-symmetric sum. The rank-4 part of the potential is $(r^4/R^5)P_4$, and integrating $P_4(\mathbf n\cdot\mathbf n_L)$ against a rank-4 harmonic returns $4\pi/9$ times its value at the ligand direction $\mathbf n_L$. One ligand therefore contributes

$$\frac5{4\pi}\cdot\frac34\cdot\frac{4\pi}{9}\,\frac{r^4}{R^5}h(\mathbf n_L)=\frac5{12}\,\frac{r^4}{R^5}\cos\theta_L\sin^3\theta_L\cos3\varphi_L .$$

In the prism the lower triangle reverses $\cos\theta_L$ and keeps $\cos3\varphi_L$, so the sum is zero. In the antiprism both change sign, and six equal terms give $V=\frac52\sin^3\theta\cos\theta\;r^4/R^5$.

## A solvable ligand model

Covalent ligands can be treated as simply. Let each ligand raise the d orbital pointing at it by $e_s$ and the two d orbitals of $\pi$ type about the bond by $e_p$, with the remaining two as the zero of energy. The $\sigma$ amplitudes $F$ in direction $(\theta,\varphi)$ are

$$F_{z^2}=\tfrac12(3\cos^2\theta-1),\quad F_{x^2-y^2}=\tfrac{\sqrt3}2\sin^2\theta\cos2\varphi,\quad F_{xz}=\tfrac{\sqrt3}2\sin2\theta\cos\varphi .$$

Tilting the bond by a small angle $\epsilon$ adds $\sqrt3\,\epsilon$ times a normalized $\pi$ orbital to the $\sigma$ orbital. The $\pi$ amplitudes are therefore $\partial_\theta F/\sqrt3$ and $\partial_\varphi F/(\sqrt3\sin\theta)$:

$$\begin{aligned}
z^2&:\ -\tfrac{\sqrt3}2\sin2\theta,\quad 0\\
x^2-y^2&:\ \tfrac12\sin2\theta\cos2\varphi,\quad -\sin\theta\sin2\varphi\\
xz&:\ \cos2\theta\cos\varphi,\quad -\cos\theta\sin\varphi .
\end{aligned}$$

For the diagonal energies, square the amplitudes and sum over six ligands. Over each triangle, $\cos^2$ and $\sin^2$ of $\varphi$ or $2\varphi$ average to $\frac12$. This gives

$$\begin{aligned}
E_{z^2}&=\tfrac32(3\cos^2\theta-1)^2e_s+\tfrac92\sin^22\theta\,e_p\\
E_A&=\tfrac94\sin^4\theta\,e_s+3\sin^2\theta(1+\cos^2\theta)\,e_p\\
E_B&=\tfrac94\sin^22\theta\,e_s+3(\cos^22\theta+\cos^2\theta)\,e_p .
\end{aligned}$$

None of these depends on how the lower triangle is turned. Rotation also keeps $z^2$, with $m=0$, apart from both pairs.

For the coupling, multiply the amplitudes of $x^2-y^2$ and $xz$ and keep the terms in $\cos3\varphi$, since those in $\cos\varphi$ sum to zero. The $\sigma$ part is $\frac38\sin^2\theta\sin2\theta\,e_s$. The $\pi$ part is

$$\tfrac14\sin2\theta(\cos2\theta-1)\,e_p=-\tfrac12\sin^2\theta\sin2\theta\,e_p .$$

Each ligand thus gives $\frac18(3e_s-4e_p)\sin^2\theta\sin2\theta\cos3\varphi$. The triangles cancel in the prism. In the antiprism the six terms add to

$$V=\tfrac32D\sin^3\theta\cos\theta,\qquad D=3e_s-4e_p .$$

For a lower triangle turned by any angle $\alpha$ from the prism, the upper and lower contributions to the complex coupling have relative weight $1$ and $-e^{3i\alpha}$, up to the sign convention for the phase. Since $|1-e^{3i\alpha}|=2|\sin(3\alpha/2)|$,

$$|V(\alpha)|=|V|\,|\sin(3\alpha/2)| .$$

The prism is the zero at $\alpha=0$, and the antiprism is the maximum at $60^\circ$.

"Can mix" does not mean "must mix". In the antiprism $V$ vanishes if $D=0$, an accident of the ligand strengths. It also vanishes at $\theta=90^\circ$, where the antiprism flattens into a hexagon and acquires a horizontal mirror.

## The regular octahedron and its distortion

With $V>0$ and $E_B>E_A$, the lower mixed state of $x^2-y^2$ and $xz$ is $\cos\chi\,|x^2-y^2\rangle-\sin\chi\,|xz\rangle$. Its partner, made from $xy$ and $yz$, has a plus sign instead. Here

$$\tan2\chi=\frac{2V}{E_B-E_A} .$$

In the regular octahedron $\cos^2\theta=\frac13$. The formulas give $E_B-E_A=e_s-\frac43e_p=D/3$ and $V=\sqrt2D/3$. For $D>0$, $\tan2\chi=2\sqrt2$, so $\cos2\chi=\frac13$ and $\sin^2\chi=\frac13$. The splitting is $\sqrt{1/9+8/9}\,D=D$. The lower pair lies at $4e_p$, level with $z^2$; together they form the cubic $t_{2g}$ triplet. The upper pair is the cubic $e_g$ level.

So the pairs $A$ and $B$ are already mixed in the undistorted octahedron, in a ratio that cubic symmetry fixes. Cubic symmetry does forbid mixing between the resulting $t_{2g}$ and $e_g$ states. A trigonal distortion removes that prohibition: $\chi$ moves away from its cubic value $\chi_0$, and the lower pair acquires a fraction $\sin^2(\chi-\chi_0)$ of the cubic $e_g$ pair.

## Numbers for a layered sulfide

Take a geometry roughly like that of monolayer MoS2: lattice constant $a=0.316$ nm and half the sulfur-sulfur thickness $0.157$ nm. A sulfur atom lies $a/\sqrt3$ from the metal's axis, so the bond length is 0.2407 nm and $\theta=49.29^\circ$, against $54.74^\circ$ for a regular octahedron. Choose round strengths $e_s=1.5$ eV and $e_p=0.3$ eV, so that $D=4.5-1.2=3.3$ eV. The same $\theta$ is used for the prismatic 1H form and the antiprismatic 1T form, so only the twist differs.

In the prism, $z^2$ lies at 1.49 eV, pair $A$ at 1.85 eV and pair $B$ at 3.70 eV, with no coupling between the pairs. In the antiprism the same diagonal energies are joined by $V=1.41$ eV. The mixed levels are

$$\frac{1.851+3.703}{2}\pm\sqrt{\left(\frac{1.852}{2}\right)^2+1.406^2}=4.46\ \text{and}\ 1.09\ \text{eV}.$$

The lower pair has dropped below $z^2$. Here $\tan2\chi=2(1.406)/1.852$ gives $\chi=28.3^\circ$. The lower pair is 22.5% out-of-plane in character, compared with 33.3% in the regular octahedron, and contains 1.5% of the cubic $e_g$ pair. A twist of only $10^\circ$ from the prism already gives a coupling of 0.36 eV.

## From one site to a monolayer, and to a device

In a flat 1H monolayer, $\sigma_h$ leaves every in-plane wavevector $\mathbf k$ unchanged. Even and odd states therefore stay separate throughout the zone, however wide the bands. To size the bands, let the metal d orbitals hop to sulfur p orbitals lying $\Delta=3$ eV lower, a rough value, with squared hoppings $e_s\Delta$ and $e_p\Delta$ and the usual opposite signs for the $\sigma$ and $\pi$ hoppings. The site levels do not depend on this relative sign, but the bands do. Diagonalizing this model on an $18\times18$ grid of $\mathbf k$ gives widest d-like bands of 2.3 eV in 1H, where even and odd bands are followed separately through their crossings, and 1.3 eV in 1T. Eliminating the p orbitals to second order leaves an effective d Hamiltonian. Its coupling between the pairs is zero in 1H at every grid point and reaches 2.1 eV in 1T (2.2 eV if the two hoppings have the same sign). Direct metal-metal and sulfur-sulfur hopping are omitted.

Covalency also shrinks the site gap. If a d level's second-order shift is $E$, its shift $x$ with the p orbitals kept explicitly obeys $x(x+\Delta)=\Delta E$. The two prism pairs then lie 0.86 eV apart instead of 1.85 eV. The two treatments thus differ by a factor of about two in the splitting, but the selection rule is untouched.

Spin-orbit coupling $\zeta\,\mathbf L\cdot\mathbf S$ lies outside the rule, because it can change $m$ by one while flipping the spin. It couples $m=2$, spin down, to $m=1$, spin up, with matrix element $\frac12\zeta\sqrt{6-2}=\zeta$. Its diagonal part shifts these states by $-\zeta$ and $+\zeta/2$, widening their gap by $\frac32\zeta$. With a rough $\zeta=0.08$ eV, the admixture is about $(0.08/1.97)^2=0.16\%$. With the p orbitals kept explicitly it is 0.31% of the d part of the mainly in-plane state: the gap shrinks, but so does the d character on which spin-orbit coupling acts. This leaves out sulfur's own spin-orbit coupling; a rough constant of 0.05 eV on the sulfur p orbitals lowers the figure to 0.24%.

Atomic motion and gating break $\sigma_h$ itself:

- **Atomic motion.** Let the sulfur atoms vibrate independently at a rough phonon energy of 35 meV. The quantum harmonic oscillator then gives an rms displacement $u=0.0056$ nm along each direction at 300 K. A triangle's rotation averages three tangential displacements, and the twist is the difference of two rotations, so its rms value is $\sqrt{2/3}\,u/(a/\sqrt3)=1.4^\circ$. Much of this is zero-point motion, which alone gives $1.1^\circ$ at absolute zero. From this twist alone, the coupling is 0.053 eV and the admixture 0.08%. Other displacements that break $\sigma_h$, such as unequal stretching of the upper and lower bonds, can matter more. If ligand strengths fall as the seventh power of the bond length, a common estimate for squared p-d hopping, all the independent sulfur motions together, with the metal held fixed, couple an in-plane orbital to the out-of-plane pair by about 0.2 eV rms (both partners added in quadrature) and give an admixture of about 1%. Letting the metal vibrate independently at the same energy raises the admixture to about 1.3%.
- **Gate field.** An unscreened perpendicular field of 5 MV/cm, strong for a device, shifts the two sulfur layers by $\pm0.5\times0.157=\pm0.079$ eV. Ligand strengths vary inversely with the d-p separation, so the triangles no longer cancel. The coupling is about $V(0.079/3)=0.037$ eV and the admixture 0.04%.

These percentages use the 1.85 eV gap. With the p orbitals kept explicitly, the coupling shrinks along with the gap: in the mainly in-plane states, the twist alone still gives 0.08% of the d part, and the gate field gives 0.02%.

These are results of a model with MoS2-like parameters, not measured properties. In real 1H-MoS2 the states near the band gap are mainly $z^2$ and the in-plane pair, in keeping with the order of the model's site levels, though the model places $z^2$ below the in-plane pair only for $e_p$ under about 0.49 eV at this $e_s$. The model's 1H bands, however, overlap in energy and do not reproduce the gap. Real 1T-MoS2 tends to distort further, which lowers the symmetry below $D_{3d}$. Its pairs need not then stay degenerate, and the 1T numbers above describe only the undistorted structure. A substrate, or different atoms on the two faces, removes $\sigma_h$ from the 1H form permanently. The site symmetry then falls to $C_{3v}$ at most, where mixing is allowed. Its size depends on how the two faces differ, and their contributions can still cancel by accident.

Numerical values quoted here were computed with a short program.
